# Film theory and the moving boundary layer in a stagnation-flow CVD reactor

## The argument under review

The argument concerns a wafer facing a downward stream of carrier gas that contains two dilute precursors, one light and one heavy. It runs as follows.

1. Friction holds the gas next to the wafer still, in a boundary layer of thickness $\delta$. Above it the gas is well mixed.
2. Nothing but diffusion can carry a precursor through still gas, so the flux to a fully absorbing wafer is $Dc_\infty/\delta$, where $D$ is the diffusivity and $c_\infty$ the inlet concentration.
3. The light precursor has $D=1.0\times10^{-3}$ m²/s and a measured ratio of flux to inlet concentration of 0.1078 m/s. Hence $\delta=9.28$ mm.
4. The layer belongs to the gas, so the heavy precursor, with $D=4.0\times10^{-4}$ m²/s, crosses the same 9.28 mm. At equal inlet concentration its flux is 0.400 of the light one's.

The formula in point 2 can be defended, but the picture behind it cannot. Whether the prediction in point 4 survives depends on what $\delta$ is, and that has to be found from the transport equations.

## The gas in the layer

I take steady, laminar, axisymmetric stagnation flow onto a wide flat wafer, with constant density $\rho$ and kinematic viscosity $\nu$. Let $z$ be height above the wafer, $r$ the distance from the axis, and $u$ and $w$ the radial and vertical velocities. Far above the wafer $\partial u/\partial r$ tends to a constant strain rate $a$. Try

$$u=a r f'(\eta),\qquad w=-2\sqrt{a\nu}\,f(\eta),\qquad \eta=z\sqrt{a/\nu}.$$

Continuity holds for any $f$, because

$$\frac1r\frac{\partial(ru)}{\partial r}=2af',\qquad \frac{\partial w}{\partial z}=-2\sqrt{a\nu}\,f'\sqrt{a/\nu}=-2af'.$$

In the radial momentum equation, the advective terms are

$$u\frac{\partial u}{\partial r}=a^2rf'^2,\qquad w\frac{\partial u}{\partial z}=-2a^2rff''.$$

The viscous term is $\nu\,\partial^2u/\partial z^2=a^2rf'''$; its radial part vanishes because $u\propto r$. In the outer stream, where $u=ar$, the pressure term must be $-(1/\rho)\,\partial p/\partial r=a^2r$. Since $w$ depends on $z$ alone, so does $\partial p/\partial z$, and the radial pressure gradient is therefore the same at all heights. Dividing by $a^2r$ gives

$$f'''+2ff''+1-f'^2=0,\qquad f(0)=f'(0)=0,\quad f'(\infty)=1.$$

The conditions at $\eta=0$ express no slip and no flow through the wall.

One differentiation settles whether any of this gas is still. The terms $2f'f''$ cancel, leaving $f''''+2ff'''=0$. At the wall the flow equation gives $f'''(0)=-1$. Therefore

$$f'''=-e^{-A},\qquad A(\eta)=2\int_0^\eta f\,d\eta'.$$

Because $f'$ tends to 1, $f''$ tends to zero, and integration down from infinity gives $f''(\eta)=\int_\eta^\infty e^{-A}d\eta'>0$. So $f'$ rises steadily from 0 to 1, and both $f$ and $f'$ are positive at every height above the wall. No slip brings the gas to rest on a surface; it does not create a slab of gas at rest. Point 1 fails.

## Where a film thickness comes from

Now let the precursor be dilute, with constant $D$, no gas-phase reaction and no thermal diffusion. Let the wafer and the inlet stream be uniform, and neglect any gas flow generated by the surface reaction. A concentration that depends on $z$ alone then satisfies the full balance: the radial term $u\,\partial c/\partial r$ vanishes although $u$ does not. What remains is

$$w\frac{dc}{dz}=D\frac{d^2c}{dz^2}.$$

Since $w=-|w|$, this reads $c''/c'=-|w|/D$, with primes on $c$ denoting $d/dz$. Integrating from the wall,

$$c'(z)=c'(0)E(z),\qquad E(z)=\exp\!\left(-\int_0^z\frac{|w|}{D}\,dz'\right).$$

A second integration, from the wall to the distant stream, gives

$$c_\infty-c_s=c'(0)\,\delta,\qquad \delta=\int_0^\infty E(z)\,dz,$$

where $c_s$ is the concentration at the surface. The integral converges because $|w|$ grows as $2az$ far from the wall. Count the flux $J$ as positive into the wafer. At the wall $w=0$, so the flux there is purely diffusive, $J=Dc'(0)$, and

$$J=\frac{D\,(c_\infty-c_s)}{\delta}.$$

This is the film formula, and within the stated model it is exact. No still layer was assumed. The length $\delta$ is the thickness that motionless gas would need in order to pass the same flux under the same concentration difference. The velocity $w$ sits inside its definition.

Point 2 would be literally true in a different apparatus. If the gas were at rest and a source held $c=c_\infty$ at height $H$, then $c''=0$, the profile would be a straight line, and the film thickness would be $H$. That thickness is set by the position of the source. In the reactor it is set by the flow and the diffusivity together.

## What advection does inside the layer

A balance on a cylinder of gas of radius $R$ and height $z$, standing on the wafer, shows what the film replaces. Per unit wafer area, downflow through the top brings in $|w|c$ and diffusion through the top brings in $Dc'$. Gas also leaves through the side. Continuity gives $u(R,z)=\tfrac12R\,d|w|/dz$, so the side loss per unit wafer area is

$$\frac{2\pi R}{\pi R^2}\int_0^z u(R,z')\,c\,dz'=\int_0^z\frac{d|w|}{dz'}\,c\,dz'.$$

There is no radial diffusion, since $c$ is uniform in $r$. What enters and does not leave must be taken up by the wafer:

$$J=Dc'+|w|c-\int_0^z\frac{d|w|}{dz'}c\,dz'=Dc'(z)+\int_0^z|w|\,c'\,dz'.$$

The last step is integration by parts with $|w|=0$ at the wall. Dividing by $J=Dc'(0)$, diffusion at height $z$ supplies the share $E(z)$ of the wafer's uptake, and net advection supplies $1-E(z)$.

Film theory replaces the smooth curve $E(z)$ by a step that equals 1 up to $\delta$ and 0 beyond. The two have equal area, by the definition of $\delta$. The step gives the right wall flux and the wrong account of the interior.

For numbers, take the round model values $\nu=1.0\times10^{-3}$ m²/s and $a=20$ s⁻¹. The flow length $\sqrt{\nu/a}$ is 7.07 mm. For the heavy precursor the Schmidt number $Sc=\nu/D$ is 2.5, and the integral gives $\delta=0.9347\times7.07$ mm $=6.61$ mm. At $r=30$ mm, where the outer stream moves radially at 0.600 m/s, and for a fully absorbing wafer ($c_s=0$):

| $z/\delta$ | $u$ (m/s) | Diffusion share | $c/c_\infty$ |
|---|---|---|---|
| 0.25 | 0.168 | 0.987 | 0.249 |
| 0.50 | 0.303 | 0.903 | 0.487 |
| 1.00 | 0.482 | 0.479 | 0.843 |
| 1.50 | 0.564 | 0.107 | 0.977 |

At the top of the supposedly still film the gas has 80% of the outer radial speed. Averaged over the film's height, the figure is 47%.

The first row shows what is sound in the argument. At a quarter of the film thickness diffusion does nearly all the work, although the gas there slides outwards at 0.168 m/s. Sliding parallel to a uniform surface does not change the concentration of the gas. The term that matters is $|w|c'$, and $|w|$ is small near the wall because it grows there as $z^2$. Transport close to the wall is therefore mainly diffusive without the gas being still.

At $z=\delta$ advection already supplies 52% of the uptake. The separate streams are larger than that share suggests. In units of $c_\infty$, the downflow carries $0.124\times0.843=0.105$ m/s, while the wafer takes up 0.0605 m/s. Diffusion adds 0.029 m/s through the top, and the difference, 0.073 m/s, leaves sideways. A region with such a throughput is not a stagnant one.

## Is the thickness common to both precursors?

Point 4 needs $\delta$ to be the same for both species in one flow. In the scaled height, $\int_0^z|w|dz'/D=Sc\,A(\eta)$, so

$$\delta=\sqrt{\frac{\nu}{a}}\;I(Sc),\qquad I(Sc)=\int_0^\infty e^{-Sc\,A(\eta)}\,d\eta.$$

The diffusivity enters through $Sc$. To see how strongly, define the local exponent $n=d\ln\delta/d\ln D$ at fixed $\nu$ and $a$. Since $\ln Sc=\ln\nu-\ln D$,

$$n=-\frac{d\ln I}{d\ln Sc}=Sc\,\langle A\rangle,$$

where $\langle\cdot\rangle$ is the average over $\eta$ with weight $e^{-Sc\,A}$. Integrating $I$ by parts, with a boundary term $\eta e^{-Sc\,A}$ that vanishes at both ends, gives

$$I=Sc\int_0^\infty\eta A'e^{-Sc\,A}d\eta,\qquad\text{so}\qquad 1=Sc\,\langle\eta A'\rangle,\qquad n=\frac{\langle A\rangle}{\langle\eta A'\rangle}.$$

The signs of $f''$ and $f'''$ now bound $n$. Recall that $A'=2f$.

- The derivative of $\eta A'-2A$ is $2(\eta f'-f)$. The bracket starts at zero and has slope $\eta f''\ge0$. Hence $\eta A'\ge2A$.
- The derivative of $3A-\eta A'$ is $2(2f-\eta f')$. This bracket starts at zero with slope $f'-\eta f''$, which itself starts at zero and has slope $-\eta f'''\ge0$. Hence $\eta A'\le3A$.

Therefore

$$\frac13\le n\le\frac12 .$$

A thickness belonging to the gas alone would need $n=0$, which this flow excludes at any Schmidt number. The transfer coefficient $D/\delta$ varies as $D$ to the local power $1-n$, which lies between 1/2 and 2/3. A less diffusive species has a thinner film, because the incoming flow can bring its undepleted gas closer to the wafer. This partly makes up for its slower diffusion.

For the light precursor $Sc=1$ and $I=1.3119$, so $\delta=9.28$ mm, the value in point 3. (This $I$ equals the wall slope $f''(0)$, as the integral for $f''$ found above requires.) For the heavy one $\delta=6.61$ mm. The two transfer coefficients are

$$\frac{1.0\times10^{-3}}{9.28\times10^{-3}}=0.108\ \text{m/s},\qquad \frac{4.0\times10^{-4}}{6.61\times10^{-3}}=0.0605\ \text{m/s}.$$

Their ratio is 0.561, not 0.400. Carrying the light species' thickness over to the heavy one puts the heavy flux 29% below its correct value in this model. The local exponents $n$, 0.378 and 0.363, both lie within the bounds.

These coefficients were also obtained without the film formula, from a two-dimensional numerical balance of advection and diffusion in $r$ and $z$ with the same velocity field. It gave 0.1078 and 0.0605 m/s.

Using the velocity boundary layer instead does not rescue the argument. The radial velocity reaches 99% of its outer value at 13.75 mm. With that length as the film thickness, the heavy species' coefficient would be 0.029 m/s, about half the correct value.

## Two limits and the role of the flow

For large $Sc$ the concentration changes so close to the wall that $f\approx\tfrac12f''(0)\eta^2$ and $A\approx\tfrac13f''(0)\eta^3$. Put $\beta=Sc\,f''(0)/3$ and $t=\beta\eta^3$. Then

$$I\to\int_0^\infty e^{-\beta\eta^3}d\eta=\frac{\beta^{-1/3}}{3}\int_0^\infty t^{-2/3}e^{-t}dt=\Gamma\!\left(\tfrac43\right)\left[\frac{3}{Sc\,f''(0)}\right]^{1/3}.$$

This is the end $n=1/3$. For small $Sc$ the concentration layer is much thicker than the viscous one, so over most of it $f\approx\eta$ and $A\approx\eta^2$. Then

$$I\to\int_0^\infty e^{-Sc\,\eta^2}d\eta=\sqrt{\frac{\pi}{4\,Sc}},\qquad \delta\to\sqrt{\frac{\pi D}{4a}},$$

which is the end $n=1/2$, and the viscosity has dropped out.

Both expressions underestimate $I$ at finite $Sc$. Since $f'''<0$ and $f'<1$, the true $f$ lies below both $\tfrac12f''(0)\eta^2$ and $\eta$; the true $A$ is then smaller and the integrand larger. With $f''(0)=1.3119$, the large-$Sc$ formula gives 0.867 at $Sc=2.5$, 7% below the full value 0.9347. The small-$Sc$ formula gives 0.886 at $Sc=1$, 32% below 1.3119.

The strain rate enters through the prefactor alone, so $\delta\propto a^{-1/2}$ at fixed $\nu$ and $D$. Doubling $a$ thins the heavy species' film from 6.61 to 4.67 mm and raises its transport-limited flux by $\sqrt2$; the two-dimensional balance gave a factor of 1.4142. As $a$ tends to zero, $\delta$ grows without bound. In gas of unlimited depth, stopping the flow does not perfect the stagnant film but removes its steady state.

## A surface that reacts at a finite rate

The argument treats a fully absorbing wafer. The film formula also covers a uniform surface with first-order uptake $J=k_sc_s$, where $k_s$ is the surface rate constant. The derivation of $\delta$ made no use of the value of $c_s$, so $\delta$ is unchanged. Inserting $c_s=J/k_s$,

$$J=\frac D\delta\left(c_\infty-\frac{J}{k_s}\right)\quad\Rightarrow\quad J\left(\frac{\delta}{D}+\frac1{k_s}\right)=c_\infty\quad\Rightarrow\quad J=\frac{c_\infty}{1/k_s+\delta/D}.$$

For the heavy species with $k_s=0.10$ m/s and $c_\infty=1.0$ mmol/m³, the resistances are 10.0 s/m at the surface and 16.5 s/m in the gas. The flux is $1.0/26.5=0.0377$ mmol/(m² s), which the two-dimensional balance reproduces, and $c_s=0.377$ mmol/m³. Transport accounts for 62% of the total resistance. If $k_s\ll D/\delta$, the flux tends to $k_sc_\infty$ and an error in $\delta$ hardly matters; if $k_s\gg D/\delta$, the error passes fully into the flux.

## Where one thickness per species is not enough

The derivation needs $c$ to be independent of $r$, and therefore a uniform surface. Suppose the wafer is inert within 15 mm of the axis and fully absorbing outside, with the flow and the heavy species unchanged. Define a local thickness by $\delta_{\rm loc}=Dc_\infty/J(r)$. The two-dimensional balance gives $\delta_{\rm loc}=5.5$ mm at $r=20$ mm, against 6.6 mm on the uniform wafer, so the local flux is about 20% higher. The inert centre has taken nothing from the gas that slides over it, and this gas reaches the absorbing part less depleted than it would be on a uniformly absorbing wafer. The local film thickness thus depends on the flow, the species and the surface upstream. Gas at rest would have no upstream: an inert patch would alter the flux around it only by sideways diffusion, and mainly within about one film thickness of its edge.

## Relation to real reactors

A viscosity of $10^{-3}$ m²/s is roughly that of hot hydrogen near atmospheric pressure, or of hot nitrogen at about a tenth of it, and Schmidt numbers of one to a few are ordinary for precursors in gases. The model's films of several millimetres assume an inlet well above them; a showerhead a centimetre from the wafer would violate this. The assumption most plainly broken in a cold-wall reactor is that of constant properties. Between 300 and 900 K at fixed pressure, $\nu$ and $D$ rise by factors of roughly six to seven. At fixed $a$ and $Sc$, $\delta\propto\sqrt\nu$, so evaluating the properties at the cold or at the hot end changes the estimate by a factor of about 2.5. That factor applies to $\delta$ and to $D/\delta$, not to the flux. At fixed mole fraction the concentration falls by a factor of 3 from the cold to the hot end, so the two flux estimates differ only by about $2.5/3\approx0.8$. Neither is the result of a variable-property calculation. Thermal diffusion, also left out, generally drives a heavy precursor in a light carrier away from the hot wafer and would lower its flux.

## Requested changes

Point 1 should be withdrawn. The formula in point 2 may stand if $\delta$ is introduced as an equivalent length defined by the wall flux. The value in point 3 should be labelled as belonging to the light precursor at this strain rate and viscosity. Point 4 should use the heavy precursor's own thickness, which changes the predicted flux ratio from 0.40 to 0.56 for the viscosity assumed here. At any other constant viscosity, the bounds on $n$ keep the ratio between $0.4^{2/3}=0.54$ and $0.4^{1/2}=0.63$, provided the inlet lies well above both films. The bounds do not hold for a slow flow through a narrow gap. As the flow weakens, a concentration held fixed at the inlet makes $\delta$ approach the gap height for both species and drives the ratio towards 0.4. A fixed supply rate lets the wafer consume nearly everything fed in and drives the ratio towards 1. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
kinematic viscosity nu = 1.0e-03 m^2/s
strain rate a = 20 1/s
flow length sqrt(nu/a) = 7.07 mm
wall slope f''(0) = 1.3119
height where u is 99% of outer value = 13.75 mm
light: D = 1.0e-03 m^2/s, Sc = 1.00
light: film integral I = 1.3119
light: film thickness = 9.28 mm
light: transfer coefficient D/delta = 0.10780 m/s
light: exponent dln(delta)/dln(D) = 0.378
heavy: D = 4.0e-04 m^2/s, Sc = 2.50
heavy: film integral I = 0.9347
heavy: film thickness = 6.61 mm
heavy: transfer coefficient D/delta = 0.06052 m/s
heavy: exponent dln(delta)/dln(D) = 0.363
light: D/delta, direct 2D solution = 0.10780 m/s
heavy: D/delta, direct 2D solution = 0.06052 m/s
outer radial speed at r = 30 mm: 0.600 m/s
heavy species, c_s = 0, heights in units of its film thickness:
 z/delta=0.25: u=0.168 m/s, |w|=0.010 m/s, diffusion share=0.987, advection share=0.013, c/c_inf=0.249
 z/delta=0.50: u=0.303 m/s, |w|=0.036 m/s, diffusion share=0.903, advection share=0.097, c/c_inf=0.487
 z/delta=1.00: u=0.482 m/s, |w|=0.124 m/s, diffusion share=0.479, advection share=0.521, c/c_inf=0.843
 z/delta=1.50: u=0.564 m/s, |w|=0.241 m/s, diffusion share=0.107, advection share=0.893, c/c_inf=0.977
 z/delta=2.00: u=0.592 m/s, |w|=0.369 m/s, diffusion share=0.009, advection share=0.991, c/c_inf=0.999
mean u inside heavy film / outer u = 0.470
inlet concentration = 1.0 mmol/m^3, k_s = 0.10 m/s
surface resistance 1/k_s = 10.00 s/m
film resistance delta/D (heavy) = 16.52 s/m
heavy flux, film formula = 0.03770 mmol/(m^2 s)
heavy flux, direct 2D solution = 0.03770 mmol/(m^2 s)
heavy surface concentration = 0.377 mmol/m^3
heavy/light transport-limited flux, direct = 0.561
heavy/light flux if delta were common = 0.400
common-delta error in heavy flux = -28.8 %
flux ratio on doubling a, direct = 1.4142
heavy film thickness at doubled a = 4.67 mm
inert centre radius = 15 mm, probe r = 20 mm
local heavy film thickness at probe = 5.5 mm
same on coarser grid = 5.5 mm
```
